Heat capacity of a gapless quadratic magnon band

**Question**

A large ferromagnetic insulator has one magnon band, ε = D k², where k is the magnitude of the wavevector. The stiffness D is defined by this equation, with no extra factor ½. Take D = 8.5×10⁻⁴⁰ J m², T = 10 K and k_B = 1.381×10⁻²³ J/K. The magnons are non-interacting bosons, and D and the volume do not change with temperature. Heat capacities are per unit volume. Further data are given where they are needed.

**(a) Find the number of magnon modes per unit volume and unit energy.**

**Answer.** In a periodic cube of side L, each wavevector component is a multiple of 2π/L, so one mode occupies the volume (2π/L)³ in k-space. The number of modes per unit volume inside a sphere of radius k is

N(k) = (4πk³/3)/(2π)³ = k³/(6π²).

There is no polarization factor, because one band has one mode at each wavevector. With k = (ε/D)^(1/2),

N(ε) = ε^(3/2)/(6π² D^(3/2)),

g(ε) = dN/dε = √ε/(4π² D^(3/2)).

This holds in three dimensions. In a film of thickness d with free surfaces, the wavevector normal to the film is a multiple of π/d, and the sum over it may be replaced by an integral if π/d is small compared with the wavevectors that are thermally excited.

**(b) Derive the heat capacity and its temperature law.**

**Answer.** Magnons are created and absorbed until equilibrium is reached, so their number adjusts itself to minimize the free energy. The chemical potential ∂F/∂N is therefore zero. The energy density above the ground state is

u = ∫₀^∞ ε g(ε)/(exp(ε/k_BT) − 1) dε.

The infinite upper limit is allowed if the band extends many k_BT upwards; part (c) checks this. Put ε = k_BT x. The factors ε, √ε and dε together supply (k_BT)^(5/2):

u = (k_BT)^(5/2) I/(4π² D^(3/2)), I = ∫₀^∞ x^(3/2)/(eˣ − 1) dx.

For x > 0, 1/(eˣ − 1) = e⁻ˣ + e⁻²ˣ + e⁻³ˣ + … . All terms are positive, so they may be integrated one by one. With t = nx,

∫₀^∞ x^(3/2) e⁻ⁿˣ dx = n^(−5/2) ∫₀^∞ t^(3/2) e⁻ᵗ dt = n^(−5/2) Γ(5/2).

The sum over n gives

I = Γ(5/2) ζ(5/2) = 1.32934 × 1.34149 = 1.7833.

Since u ∝ T^(5/2), its derivative is C = du/dT = 5u/(2T). Define the thermal wavevector k_T = (k_BT/D)^(1/2). Then

C = (5/2) Γ(5/2) ζ(5/2) k_B k_T³/(4π²).

With Γ(5/2) = 3√π/4 this becomes

C = [15 ζ(5/2)/(32 π^(3/2))] k_B (k_BT/D)^(3/2) = 0.1129 k_B k_T³.

Thus C ∝ T^(3/2). The number of thermally active modes per volume scales as k_T³, and each contributes a heat capacity of order k_B. A stiffer magnet has fewer such modes at the same temperature, hence the factor D^(−3/2).

**(c) Evaluate the heat capacity at 10 K and check that the continuum treatment applies. The lattice is body-centred cubic with cube edge a = 1.24 nm.**

**Answer.** The thermal wavevector follows from

k_BT/D = 1.624×10¹⁷ m⁻², k_T = 4.030×10⁸ m⁻¹.

Therefore k_T³ = 6.545×10²⁵ m⁻³, and

C = 0.11293 × 1.381×10⁻²³ × 6.545×10²⁵ ≈ 102 J/(m³ K).

This is 0.102 mJ/(cm³ K). Numerical integration of the energy over k, followed by numerical differentiation in T, gives the same 102 J/(m³ K), and an exponent of 1.500 between 5 and 20 K.

The wavelength 2π/k_T is 15.6 nm, well above the lattice constant. A sphere in k-space holding as many modes as the Brillouin zone ends at an energy Dk² of about 97 k_BT, so the added tail of the integral is negligible. For a film, the condition in (a) becomes d ≫ π/k_T = 7.8 nm. The approach to the bulk value is slow: with free surfaces the sum over multiples of π/d, which starts at zero, exceeds the integral by half of its first term, and this raises C by the fraction 1.16/(k_T d). At 10 K that is 14 % for d = 20 nm and still 3.7 % for d = 78 nm.

**(d) On this lattice, let the band be ε = (8D/a²)[1 − cos(k_x a/2) cos(k_y a/2) cos(k_z a/2)]. Find the first correction to C from the band curvature.**

**Answer.** Write x_i = k_i a/2 and x² = Σx_i². Using cos x_i = 1 − x_i²/2 + x_i⁴/24, the bracket to fourth order is

x²/2 − Σx_i⁴/24 − (1/4) Σ_(i<j) x_i² x_j².

Over all directions, x_i⁴ averages to x⁴/5 and x_i²x_j² to x⁴/15. Each sum has three terms, so the quartic part averages to

−x⁴/40 − x⁴/20 = −3x⁴/40.

Inserting x = ka/2 gives

⟨ε⟩ = D k² − (3/80) D a² k⁴.

The average suffices at first order, because the unperturbed occupation n depends on the magnitude of k alone. The free energy density is f = k_BT ∫ ln(1 − exp(−ε/k_BT)) d³k/(2π)³. Its integrand has the derivative n with respect to ε, so

δf = −(3Da²/80) (1/(2π²)) ∫₀^∞ k⁶ n dk.

With k = k_T x^(1/2), where x now again means Dk²/(k_BT), k⁶dk = ½k_T⁷ x^(5/2)dx. The integral is done as in (b):

δf = −(3Da²/(320π²)) k_T⁷ Γ(7/2) ζ(7/2).

The entropy density is −∂f/∂T, so C = −T ∂²f/∂T². Since δf ∝ T^(7/2), two derivatives bring down (7/2)(5/2) = 35/4, and

δC = (35/4)(3Da²/(320π²)) k_T⁷ Γ(7/2) ζ(7/2)/T.

Now use Dk_T² = k_BT and Γ(7/2) = (5/2)Γ(5/2), and divide by the result of (b):

δC/C = (21/64) [ζ(7/2)/ζ(5/2)] a² k_T².

The sign is positive: the band bends below the parabola, so more modes lie within thermal reach. At 10 K, a²k_T² = 0.250 and ζ(7/2) = 1.127, giving

δC/C = 0.328 × 0.840 × 0.250 = 6.9 %.

Summing the complete lattice band over its Brillouin zone gives 7.7 %, or C = 110 J/(m³ K). The difference comes from higher orders; at 1 K the two values are 0.69 % and 0.70 %. The correction grows with temperature, so the local exponent of the lattice band exceeds 1.50. With the first-order term alone, which is proportional to T, it would be 1.5 + 0.069/1.069 = 1.56 at 10 K; the complete lattice band gives 1.58. At 20 K the lattice band gives 340 J/(m³ K) against 289 for the parabola, an excess of 18 %.

**(e) A field adds a gap Δ = gμ_B B to the quadratic band, with g = 2. Find the change of C for Δ ≪ k_BT, and discuss fields of 0.1 T and 7 T. Then estimate the effect of dipolar coupling in zero field, for which ε = [Dk²(Dk² + gμ_B μ₀M sin²θ)]^(1/2), with θ the angle between k and the magnetization, and μ₀M = 0.245 T.**

**Answer.** A mode of fixed energy ε contributes k_B G(ε/k_BT), where

G(y) = y² eʸ/(eʸ − 1)².

With δ = Δ/k_BT and t = Dk²/k_BT, C is proportional to

J(δ) = ∫₀^∞ √t G(t + δ) dt.

G is smooth at t = 0, so J may be expanded in δ. Integrating the linear term by parts, with √t G(t) zero at both ends,

J(δ) ≈ J(0) + δ ∫₀^∞ √t G′(t) dt = J(0) − (δ/2) ∫₀^∞ t^(−1/2) G(t) dt.

Because eᵗ/(eᵗ − 1)² = Σ n e⁻ⁿᵗ, for s > 1

∫₀^∞ tˢ eᵗ/(eᵗ − 1)² dt = Σ n Γ(s + 1)/n^(s+1) = Γ(s + 1) ζ(s).

J(0) has s = 5/2 and the correction has s = 3/2. Hence

δC/C = −(δ/2) Γ(5/2)ζ(3/2)/[Γ(7/2)ζ(5/2)] = −[ζ(3/2)/(5ζ(5/2))] Δ/(k_BT).

With ζ(3/2) = 2.612 the coefficient is 0.389. At 10 K, k_BT = 0.862 meV. A field of 0.1 T opens a gap of 0.0116 meV and lowers C by 0.52 %, in agreement with direct quadrature. The band may then be called gapless at 10 K, but not at temperatures near Δ/k_B, about 0.13 K.

At 7 T the gap is 0.81 meV, comparable with k_BT, and the expansion no longer applies. Quadrature gives a reduction of 33 %. In this model, subtracting a 7 T measurement from a zero-field one at 10 K would therefore recover about one third of the magnon heat capacity, not all of it.

For dipolar coupling, most thermal magnons have Dk² ≫ gμ_B μ₀M. Expanding the root gives

ε ≈ Dk² + ½gμ_B μ₀M sin²θ.

The directional average of sin²θ is 2/3, so the mean shift is gμ_B μ₀M/3. Its value is 0.0116 meV × 2.45/3 = 0.0095 meV. Used as Δ above, it lowers C by 0.43 %. Quadrature with the full root also gives 0.43 %.

**(f) The crystal has one longitudinal and two transverse phonon branches, with speeds 7.20 and 3.85 km/s. Compare their heat capacity with that of the quadratic magnon band, and propose a way to separate the two.**

**Answer.** For a branch of energy ħvk, put s = ħvk/k_BT. Then

C_branch = (k_B/(2π²)) (k_BT/(ħv))³ ∫₀^∞ s² G(s) ds.

By the integral in (e), the last factor is Γ(5)ζ(4) = 24π⁴/90 = 4π⁴/15. Adding the branches,

C_ph = (2π²/15) k_B (k_BT/ħ)³ (1/v_L³ + 2/v_T³).

At 10 K, k_BT/ħ = 1.309×10¹² s⁻¹ and the sum in brackets is 3.77×10⁻¹¹ s³/m³, so C_ph ≈ 1540 J/(m³ K). This is 15 times the magnon part: magnons supply about 6 % of the total.

The ratio C_ph/C varies as T³/T^(3/2) = T^(3/2). It reaches one at

T = 10 K × 15.1^(−2/3) = 1.64 K.

If both power laws hold, the total is αT^(3/2) + βT³. Dividing by T^(3/2) gives α + βT^(3/2), so a plot against T^(3/2) is a straight line whose intercept α gives D. The range must lie well above Δ/k_B, high enough for the dipolar shift in (e) to matter little, and low enough for the curvature correction to be small. At 2 K the lattice band of (d) gives a curvature correction of 1.4 %, while the dipolar shift lowers C by about 2 %, and by more on further cooling.

**(g) The parameters resemble those of yttrium iron garnet. Assess the model for that material, including its use near room temperature.**

**Answer.** The stiffness, 5.3 meV nm², is in the regime of this garnet. The lattice constant, sound speeds and magnetization (195 kA/m) are rough typical values. The real crystal has 20 magnetic iron ions per primitive cell and hence 20 magnon bands. The one-band lattice model in (d) illustrates the curvature correction but does not give its size for the garnet. There the iron moments form two opposed sublattices, and the coupling between them bends the lowest band further below the parabola. A linear spin-wave model of all 20 bands, with antiferromagnetic nearest-neighbour exchange of 6.9, 2.3 and 0.65 meV per pair (between the sublattices, within the tetrahedral one and within the octahedral one), has the same stiffness and gives a correction of about 22 % at 10 K and 4 % at 2 K, three times the values of the band in (d). The figure depends on the exchange constants chosen, but the quadratic law underestimates the magnon heat capacity noticeably even at 10 K. If the other 19 bands are all placed at 30 meV, they add about 2.5×10⁻⁷ J/(m³ K) at 10 K. This figure depends exponentially on the energy chosen, but even at 20 meV it would be only about 0.01 J/(m³ K), which is negligible.

The density of thermal magnons follows from the integral of g(ε) times the occupation:

n_m = ζ(3/2) k_T³/(8π^(3/2)) = 3.84×10⁻³ nm⁻³.

Each magnon lowers the moment by gμ_B, and M/(gμ_B) = 10.5 nm⁻³. For the quadratic band without dipolar coupling, the magnetization is thus reduced by a fraction 3.7×10⁻⁴. The gas is dilute, which supports the neglect of interactions, although their effect on C has not been calculated here.

For the magnon part of a bulk crystal at 10 K, curvature is the largest of the corrections evaluated for zero or weak field. For the heat capacity of the whole crystal, the phonons, which the magnon formula leaves out, matter far more.

Near 300 K the law fails. It would give 102 × 30^(3/2) ≈ 1.7×10⁴ J/(m³ K). But G(y) never exceeds one, so a band with 2/a³ modes per volume can hold at most 2k_B/a³ ≈ 1.4×10⁴ J/(m³ K) when its energies are fixed. For a single band, the parabola has by then counted modes that the lattice does not possess. In the garnet the total error has the opposite sign: k_BT = 26 meV reaches the upper bands, and the 20-band model with fixed energies gives about 2×10⁵ J/(m³ K), roughly ten times the parabola. A room-temperature device needs the full magnon spectrum and its change with temperature.

Computed values

```
Stiffness D = 8.50e-40 J m^2 = 5.305 meV nm^2
Temperature = 10.0 K
Thermal energy kB T = 0.8617 meV
Ratio kB T / D = 1.6243e+17 1/m^2
Thermal wavevector k_T = 0.4030 1/nm
Thermal wavelength 2 pi/k_T = 15.59 nm
Gamma(5/2) = 1.32934, zeta(5/2) = 1.34149
Bose integral, by quadrature = 1.78329
Prefactor C/(kB k_T^3) = 0.11293
Magnon energy density at 10 K = 408.27 J/m^3
Heat capacity, formula = 102.066 J/(m^3 K)
Heat capacity, numerical derivative = 102.066 J/(m^3 K)
Same in other units = 0.1021 mJ/(cm^3 K)
Exponent of T between 5 and 20 K = 1.50000
T =  2.0 K: quadratic band 9.13, lattice band 9.26 J/(m^3 K)
T =  5.0 K: quadratic band 36.09, lattice band 37.40 J/(m^3 K)
T = 10.0 K: quadratic band 102.07, lattice band 109.93 J/(m^3 K)
T = 20.0 K: quadratic band 288.69, lattice band 340.24 J/(m^3 K)
Box modes counted / predicted = 0.99933
Rough lattice constant = 1.24 nm
Lattice band top = 55.2 meV
Zone-sphere energy D k^2/(kB T) = 97
Curvature correction at 1 K, lattice sum = 0.695 %
Curvature correction at 1 K, formula = 0.688 %
Curvature correction at 10 K, lattice sum = 7.71 %
Curvature correction at 10 K, formula = 6.88 %
Local exponent of lattice band at 10 K = 1.581
Gap at 0.1 T = 0.0116 meV
Change of C by 0.1 T, quadrature = -0.523 %
Change of C by 0.1 T, formula = -0.523 %
Gap at 7 T = 0.810 meV
Change of C by 7 T = -33.1 %
Rough magnetization = 195 kA/m
mu0 M = 0.245 T
Change of C by dipolar coupling = -0.43 %
Rough sound speeds = 7.20, 3.85 km/s
Phonon heat capacity at 10 K = 1538 J/(m^3 K)
Phonon / magnon heat capacity at 10 K = 15.1
Phonon and magnon parts equal at T = 1.64 K
Rough optical magnon energy = 30 meV
Heat capacity of 19 optical bands = 2.5e-07 J/(m^3 K)
Thermal magnon density = 3.839e-03 1/nm^3
Spin density M/(g muB) = 10.51 1/nm^3
Magnons per unit of spin density = 3.65e-04
```
